# Why the oxygen K-edge minus O 1s energy misses the conduction edge: test program

```python
"""
Result under test: (O K-edge onset) - (O 1s binding energy) gives the lowest
electron-addition level WITH a core hole, which is E_c - E_F - E_b, not E_c - E_F.
Symbols: E_c conduction edge (zero of the lattice energies), E_F Fermi level,
t hopping, U core-hole attraction on one site, E_b binding energy of the electron
to the hole, U_c least U that binds, F(q) = -G0(-q) with G0 the local Green function,
Z exciton share of the absorption strength, eta Lorentzian half width at half maximum.
Lattice: simple cubic, one orbital per site, band from 0 to 12 t. Energies in eV.
"""
from functools import reduce
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import i0e, j0

# Round inputs, in the rough regime of HfO2 on silicon
t, spacing_nm, U_main, U_weak, eta = 0.45, 0.32, 2.5, 1.2, 0.08
gap, B_1s, B_V_oxide, B_V_si, gap_si = 5.8, 530.9, 4.0, 0.8, 1.12
eps_fast, eps_static, ion_radius_nm, phonon, temp = 4.0, 20.0, 0.2, 0.07, 300.0
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
kT = const.k * temp / const.e


# ---------- many-electron ring: what cancels and what does not ----------
def ring_energies(repulsion):
    n_sites, hop, level, hole = 8, 1.0, 3.0, 2.0
    Z2, low, one = np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [0.0, 0.0]]), np.eye(2)
    c = [reduce(np.kron, [Z2] * i + [low] + [one] * (n_sites - 1 - i))
         for i in range(n_sites)]
    dens = [op.T @ op for op in c]
    count = np.rint(np.diag(sum(dens))).astype(int)
    H0 = np.zeros_like(dens[0])
    h1 = np.zeros((n_sites, n_sites))
    for i in range(n_sites):
        j = (i + 1) % n_sites
        site = level if i % 2 == 0 else -level
        H0 += site * dens[i] - hop * (c[i].T @ c[j] + c[j].T @ c[i])
        H0 += repulsion * dens[i] @ dens[j]
        h1[i, i] = site
        h1[i, j] = h1[j, i] = -hop
    Hh = H0 - hole * dens[0]
    h1[0, 0] -= hole

    def ground(H, number):
        idx = np.where(count == number)[0]
        e, v = np.linalg.eigh(H[np.ix_(idx, idx)])
        return e[0], v[:, 0], idx

    e0, v0, idx = ground(H0, 4)
    eh = ground(Hh, 4)[0]
    true_edge = ground(H0, 5)[0] - e0
    seen_edge = ground(Hh, 5)[0] - eh
    relaxation = v0 @ Hh[np.ix_(idx, idx)] @ v0 - eh
    return true_edge, seen_edge, relaxation, np.linalg.eigvalsh(h1)[4]


free_true, free_seen, free_relax, hole_level = ring_energies(0.0)
int_true, int_seen, int_relax, _ = ring_energies(1.0)
assert abs(free_seen - hole_level) < 1e-9
assert free_seen < free_true - 0.01 and int_seen < int_true - 0.01
assert free_relax > 1e-3 and int_relax > 1e-3


# ---------- Green-function formulas for the infinite lattice ----------
def F(q, power=0):
    """Integral over s of s^power exp(-q s) [exp(-2ts) I0(2ts)]^3, with s = y^2."""
    f = lambda y: 2 * y**(1 + 2 * power) * np.exp(-q * y * y) * i0e(2 * t * y * y)**3
    return quad(f, 0, np.inf, epsabs=1e-11, epsrel=1e-10, limit=400)[0]


def binding(U):
    return brentq(lambda q: U * F(q) - 1, 1e-6, U, xtol=1e-12)


U_c = 1 / F(0.0)
E_b = binding(U_main)
Z = 1 / (U_main**2 * F(E_b, 1))

energy = np.linspace(-1.5, 1.5, 601)
time = np.linspace(0, 150, 5001)                              # hbar / eV
kernel = np.exp(1j * np.outer(energy - 6 * t, time))
G0 = -1j * simpson(kernel * (np.exp(-eta * time) * j0(2 * t * time)**3), x=time, axis=1)
del kernel


def spectrum(U):
    return -(G0 / (1 + U * G0)).imag / np.pi


def tangent_onset(A):
    slope = np.gradient(A, energy)
    i = next(i for i in range(2, len(A) - 2)
             if slope[i] > slope[i - 1] and slope[i] >= slope[i + 1])
    return energy[i] - A[i] / slope[i]


# ---------- direct road: Lanczos recursion on a finite periodic lattice ----------
def lattice(U, size=41, hops=(t, t, t), eps=None, steps=300):
    """Levels and their weights on the absorbing site; eps adds a Coulomb tail."""
    ax = np.minimum(np.arange(size), size - np.arange(size)).astype(float)
    r = np.sqrt(ax[:, None, None]**2 + ax[None, :, None]**2 + ax[None, None, :]**2)
    pot = np.zeros_like(r)
    if eps is not None:
        pot = -coulomb / (eps * spacing_nm * np.maximum(r, 1.0))
    pot[0, 0, 0] = -U
    diag = pot + 2 * sum(hops)
    v, old, beta = np.zeros_like(r), np.zeros_like(r), 0.0
    v[0, 0, 0] = 1.0
    alphas, betas = [], []
    for _ in range(steps):
        w = diag * v - beta * old
        for axis, hop in enumerate(hops):
            w -= hop * (np.roll(v, 1, axis) + np.roll(v, -1, axis))
        alpha = np.vdot(v, w)
        w -= alpha * v
        beta = np.sqrt(np.vdot(w, w))
        alphas.append(alpha)
        betas.append(beta)
        old, v = v, w / beta
    levels, vec = eigh_tridiagonal(np.array(alphas), np.array(betas[:-1]))
    return levels, vec[0]**2


direct = {U: lattice(U, size=51) for U in (0.0, U_weak, U_main)}
onsets, spectrum_error = {}, 0.0
for U, (levels, weights) in direct.items():
    A_formula = spectrum(U)
    A_direct = (eta / np.pi / ((energy[:, None] - levels)**2 + eta**2)) @ weights
    error = np.max(abs(A_direct - A_formula)) / np.max(A_formula)
    spectrum_error = max(spectrum_error, error)
    onsets[U] = tangent_onset(A_formula)
# Finite lattice: waves returning round the box leave an error damped by eta
assert spectrum_error < 0.02

levels, weights = direct[U_main]
E_b_direct = -levels[0]
Z_direct = weights[levels < levels[0] + 1e-6].sum()
assert abs(E_b_direct - E_b) < 1e-6
assert abs(Z_direct - Z) < 1e-4

other_U = (2.2, 3.5)
other_binding = [binding(U) for U in other_U]
for U, value in zip(other_U, other_binding):
    assert abs(-lattice(U)[0][0] - value) < 1e-5

# Below U_c the depth must vanish as 1/volume; extrapolate its coefficient in 1/L
small, large = 25, 51
depth_small = -lattice(U_weak, size=small)[0][0]
depth_large = -direct[U_weak][0][0]
coef = (large * depth_large * large**3 - small * depth_small * small**3) / (large - small)
coef_formula = U_weak / (1 - U_weak / U_c)
assert U_weak < U_c < U_main
assert abs(coef / coef_formula - 1) < 0.02

# Broadening shifts every tangent onset; only the bound state adds about -E_b
shift_weak = onsets[U_weak] - onsets[0.0]
shift_main = onsets[U_main] - onsets[0.0]
assert abs(shift_weak) < eta
assert abs(shift_main + E_b) < eta

# ---------- effective mass: numerical curvature against the formula ----------
dk = 1e-3 / (spacing_nm * 1e-9)
rise = 2 * t * const.e * (1 - np.cos(dk * spacing_nm * 1e-9))
mass = const.hbar**2 * dk**2 / (2 * rise) / const.m_e
mass_formula = const.hbar**2 / (2 * t * const.e * (spacing_nm * 1e-9)**2) / const.m_e
assert abs(mass / mass_formula - 1) < 1e-5

# ---------- alignment example, with the onset taken from the direct lattice ----------
edge_true = gap - B_V_oxide
onset = B_1s + edge_true - E_b_direct
edge_seen = onset - B_1s
gap_seen = onset - (B_1s - B_V_oxide)
valence_offset = B_V_oxide - B_V_si
offset_true = gap - valence_offset - gap_si
offset_seen = gap_seen - valence_offset - gap_si
assert abs(offset_true - offset_seen - E_b) < 1e-6
leak_factor = np.exp((offset_true - offset_seen) / kT)

# ---------- sizes of neglected effects ----------
tail_fast = -lattice(U_main, eps=eps_fast)[0][0]
tail_static = -lattice(U_main, eps=eps_static)[0][0]
aniso = -lattice(U_main, hops=(1.2 * t, 1.2 * t, 0.6 * t))[0][0]
assert tail_fast > tail_static > E_b
ion_relax = coulomb / (2 * ion_radius_nm) * (1 / eps_fast - 1 / eps_static)
ion_sigma = np.sqrt(ion_relax * phonon / np.tanh(phonon / (2 * kT)))

print(f"Ring, no repulsion: true edge {free_true:.4f} eV, with hole {free_seen:.4f} eV")
print(f"Ring, no repulsion: one-electron level with hole {hole_level:.4f} eV")
print(f"Ring, no repulsion: valence relaxation {free_relax:.4f} eV")
print(f"Ring, repulsion 1 eV: true edge {int_true:.4f} eV, with hole {int_seen:.4f} eV")
print(f"Ring, repulsion 1 eV: valence relaxation {int_relax:.4f} eV")
print(f"Hopping t = {t:.2f} eV; bandwidth = {12*t:.2f} eV")
print(f"Site spacing = {spacing_nm:.2f} nm; band mass = {mass:.3f} electron masses")
print(f"F(0) = {F(0.0):.5f} 1/eV; critical attraction U_c = {U_c:.4f} eV")
print(f"Main attraction U = {U_main:.2f} eV; weak attraction U = {U_weak:.2f} eV")
print(f"Binding energy E_b, formula = {E_b:.5f} eV")
print(f"Binding energy E_b, direct lattice = {E_b_direct:.5f} eV")
print(f"Exciton share Z, formula = {Z:.5f}; direct lattice = {Z_direct:.5f}")
for U, value in zip(other_U, other_binding):
    print(f"Binding energy at U = {U:.2f} eV: {value:.4f} eV")
print(f"Weak U, depth below E_c, L = {small}: {depth_small:.3e} eV")
print(f"Weak U, depth below E_c, L = {large}: {depth_large:.3e} eV")
print(f"Depth times volume, extrapolated = {coef:.4f} eV; formula = {coef_formula:.4f} eV")
print(f"Broadening eta (half width) = {eta:.3f} eV")
print(f"Largest spectrum difference / peak = {spectrum_error:.2e}")
for U, value in onsets.items():
    print(f"Tangent onset minus E_c at U = {U:.2f} eV: {value:.4f} eV")
print(f"Onset shift from U = 0: weak {shift_weak:.4f} eV, main {shift_main:.4f} eV")
print(f"Oxide gap = {gap:.2f} eV; silicon gap = {gap_si:.2f} eV")
print(f"O 1s binding energy from E_F = {B_1s:.2f} eV")
print(f"Valence edge below E_F: oxide {B_V_oxide:.2f} eV, silicon {B_V_si:.2f} eV")
print(f"K-edge exciton onset = {onset:.3f} eV")
print(f"E_c - E_F: true {edge_true:.3f} eV, from subtraction {edge_seen:.3f} eV")
print(f"Apparent oxide gap = {gap_seen:.3f} eV")
print(f"Valence offset = {valence_offset:.3f} eV")
print(f"Conduction offset: true {offset_true:.3f} eV, apparent {offset_seen:.3f} eV")
print(f"Temperature = {temp:.0f} K; kT = {kT:.5f} eV")
print(f"Thermionic leakage overestimate = {leak_factor:.2e} times")
print(f"Tail permittivities: electronic {eps_fast:.1f}, static {eps_static:.1f}")
print(f"E_b with electronic-screened Coulomb tail = {tail_fast:.4f} eV")
print(f"E_b with static-screened Coulomb tail = {tail_static:.4f} eV")
print(f"E_b with hoppings 1.2t, 1.2t, 0.6t = {aniso:.4f} eV")
print(f"Ion cavity radius = {ion_radius_nm:.2f} nm; phonon energy = {phonon:.3f} eV")
print(f"Ionic relaxation around bare hole = {ion_relax:.3f} eV")
print(f"Its thermal and zero-point broadening (sigma) = {ion_sigma:.3f} eV")
print("PASS")
```

It prints:

```
Ring, no repulsion: true edge 3.0000 eV, with hole 1.4027 eV
Ring, no repulsion: one-electron level with hole 1.4027 eV
Ring, no repulsion: valence relaxation 0.0346 eV
Ring, repulsion 1 eV: true edge 4.9203 eV, with hole 3.2934 eV
Ring, repulsion 1 eV: valence relaxation 0.0234 eV
Hopping t = 0.45 eV; bandwidth = 5.40 eV
Site spacing = 0.32 nm; band mass = 0.827 electron masses
F(0) = 0.56162 1/eV; critical attraction U_c = 1.7805 eV
Main attraction U = 2.50 eV; weak attraction U = 1.20 eV
Binding energy E_b, formula = 0.34737 eV
Binding energy E_b, direct lattice = 0.34737 eV
Exciton share Z, formula = 0.71762; direct lattice = 0.71762
Binding energy at U = 2.20 eV: 0.1507 eV
Binding energy at U = 3.50 eV: 1.1667 eV
Weak U, depth below E_c, L = 25: 2.191e-04 eV
Weak U, depth below E_c, L = 51: 2.677e-05 eV
Depth times volume, extrapolated = 3.6731 eV; formula = 3.6804 eV
Broadening eta (half width) = 0.080 eV
Largest spectrum difference / peak = 1.24e-03
Tangent onset minus E_c at U = 0.00 eV: -0.1365 eV
Tangent onset minus E_c at U = 1.20 eV: -0.1085 eV
Tangent onset minus E_c at U = 2.50 eV: -0.4864 eV
Onset shift from U = 0: weak 0.0280 eV, main -0.3500 eV
Oxide gap = 5.80 eV; silicon gap = 1.12 eV
O 1s binding energy from E_F = 530.90 eV
Valence edge below E_F: oxide 4.00 eV, silicon 0.80 eV
K-edge exciton onset = 532.353 eV
E_c - E_F: true 1.800 eV, from subtraction 1.453 eV
Apparent oxide gap = 5.453 eV
Valence offset = 3.200 eV
Conduction offset: true 1.480 eV, apparent 1.133 eV
Temperature = 300 K; kT = 0.02585 eV
Thermionic leakage overestimate = 6.85e+05 times
Tail permittivities: electronic 4.0, static 20.0
E_b with electronic-screened Coulomb tail = 0.7441 eV
E_b with static-screened Coulomb tail = 0.4058 eV
E_b with hoppings 1.2t, 1.2t, 0.6t = 0.3762 eV
Ion cavity radius = 0.20 nm; phonon energy = 0.070 eV
Ionic relaxation around bare hole = 0.720 eV
Its thermal and zero-point broadening (sigma) = 0.240 eV
PASS
```
